Addition Energies of a Silicon Dot with Valley and Orbital Levels

**Problem**

A small silicon quantum dot is connected to a source and a drain by weak tunnel barriers and is controlled by a gate. Its charging energy is 10 meV, its valley splitting is 1 meV, and the spacing from its ground orbital to the next orbital is 4 meV. There is no magnetic field. Find the first four addition energies in the constant-interaction model.

Three conventions are needed. The charging energy is U = e²/C, where C is the total capacitance of the dot and e > 0 is the elementary charge. The orbital spacing Eo is measured from the lowest level of the ground orbital to the lowest level of the next one. With E(N) the ground-state energy of N electrons, the chemical potential and the addition energy are

μ(N) = E(N) − E(N−1)

A(N) = μ(N+1) − μ(N).

The first four addition energies are A(1) to A(4), so they involve five electrons. The entry of the first electron fixes μ(1), which depends on the gate voltage and is not an addition energy.

**A tempting solution**

Every new electron must pay U. The second has the same orbital and valley as the first, with opposite spin, so it pays nothing more. The third must enter the upper valley and pays the valley splitting Ev. The fourth is its spin partner and again pays only U. The fifth must enter the next orbital and pays the orbital spacing. This gives

10, 11, 10, 14 meV.

**Where it fails**

The first three values are right and the fourth is wrong. The argument changes its reference level on the way. An addition energy compares an electron with the one added just before it. For the fifth electron that is the fourth, which sits in the upper valley, already 1 meV above the ground level. The spacing of 4 meV is measured from the ground level, so it is not the step between the fourth and fifth electrons.

A sum exposes the error. Adding the definitions cancels the intermediate chemical potentials:

A(1) + A(2) + A(3) + A(4) = μ(5) − μ(1).

The first and fifth electrons differ by four charging energies and one orbital spacing, 4 × 10 + 4 = 44 meV. The tempting values add up to 45 meV: the valley splitting has been counted once on the way up and again inside the orbital spacing.

**The electrostatic energy**

Let source and drain be grounded, let the gate have voltage Vg and capacitance Cg to the dot, and let the dot hold charge −Ne. The dot charge is the sum of the charges on its capacitors,

−Ne = (C − Cg)φ + Cg(φ − Vg) = Cφ − CgVg,

so the dot potential is

φ = (CgVg − Ne)/C.

The gate supply has delivered the charge Cg(Vg − φ) at voltage Vg. Its work must be subtracted from the stored energy, because the supply is part of the energy balance when N changes at fixed Vg:

F = ½(C − Cg)φ² + ½Cg(φ − Vg)² − VgCg(Vg − φ).

Expanding the second and third terms gives

F = ½(C − Cg)φ² + ½Cgφ² − CgφVg + ½CgVg² − CgVg² + CgVgφ.

The two terms in φVg cancel, and

F = ½Cφ² − ½CgVg² = (Ne − CgVg)²/(2C) − ½CgVg².

The last term does not depend on N and drops out of every difference between charge states.

**From total energy to addition energy**

The constant-interaction model makes two assumptions: C does not depend on N, and the one-electron levels do not depend on N. The ground state then fills the N lowest levels ε₁ ≤ ε₂ ≤ …, counted with spin:

E(N) = (Ne − CgVg)²/(2C) + ε₁ + … + ε_N.

In the first difference the squares give

(Ne − CgVg)² − ((N−1)e − CgVg)² = (2N − 1)e² − 2eCgVg.

Dividing by 2C, and writing α = Cg/C for the lever arm,

μ(N) = (N − ½)U + ε_N − eαVg.

In the second difference the gate term cancels and the factors N + ½ and N − ½ leave one U:

A(N) = U + ε_(N+1) − ε_N.

This contains the rule that the tempting solution broke: the level term is the gap between neighbouring electrons in the filling order.

**Filling the levels**

Put the zero of energy at the ground level. Each level holds two spins. For 0 < Ev < Eo the first five electrons have

ε₁ = ε₂ = 0, ε₃ = ε₄ = Ev, ε₅ = Eo.

The addition energies follow:

A(1) = U + 0 − 0 = U = 10 meV

A(2) = U + Ev − 0 = 10 + 1 = 11 meV

A(3) = U + Ev − Ev = U = 10 meV

A(4) = U + Eo − Ev = 10 + 4 − 1 = 13 meV.

**The first four addition energies are 10, 11, 10 and 13 meV.** Their sum is 44 meV, as required.

If the quoted 10 meV had meant e²/(2C), then U would be 20 meV and the answers 20, 21, 20 and 23 meV. The level terms would not change.

**What the gate shows**

Let the Fermi level of the leads be the zero of energy as well. At low temperature and small source-drain bias, electron N enters when μ(N) = 0, that is, at

eαVg = (N − ½)U + ε_N.

For the five electrons the right side is 5, 15, 26, 36 and 49 meV. With a chosen lever arm α = 0.20, the thresholds lie at 25, 75, 130, 180 and 245 mV. Their spacings are A(N)/(eα):

50, 55, 50, 65 mV.

A fixed offset charge on the dot would move all thresholds together and leave the spacings alone. The capacitances are C = e²/U = 16.0 aF and Cg = αC = 3.2 aF.

**When the order of levels changes**

If Ev → 0 at fixed Eo, four electrons share the ground level and the answers become U, U, U, U + Eo. This is the limit in which the tempting value of 14 meV for A(4) is right.

If Ev exceeds Eo, the third electron goes to the next orbital instead of the upper valley, and the formulas above no longer hold. Take Ev = 5 meV with the other energies unchanged, in a circular dot whose next orbital is twofold degenerate. That orbital has room for four electrons in its lower valley at 4 meV, below the upper valley of the ground orbital at 5 meV. The first five levels are 0, 0, 4, 4, 4 meV, so

A = 10, 14, 10, 10 meV.

Using the old formulas outside their range would give 10, 15, 10, 9 meV. The value 9 meV is a warning in itself: with ordered levels, ε_(N+1) − ε_N cannot be negative, so no addition energy in this model can fall below U.

The meaning of "orbital spacing" also matters. Suppose the 4 meV were measured between the midpoints of the valley pairs, and the next orbital had its own valley splitting Ev′. Its lowest level would then be at

ε₅ = Ev/2 + Eo − Ev′/2,

and

A(4) = U + Eo − (Ev + Ev′)/2.

For Ev′ = Ev this is again 13 meV. For Ev′ = 0.5 meV it is 13.25 meV.

**A magnetic field as a second case**

Let a field split every level into a spin pair at ±z/2 without changing the orbitals or valleys. For z smaller than both Ev and Eo − Ev, the filling order is

−z/2, +z/2, Ev − z/2, Ev + z/2, Eo − z/2.

Subtracting neighbours gives

A = U + z, U + Ev − z, U + z, U + Eo − Ev − z.

The first and third spacings grow with the field and the other two shrink. Within the model this separates spin pairs from steps to a new level. The sum stays at 4U + Eo, because the first and fifth electrons have the same spin. In a real thin dot this picture needs a field in the plane of the dot. A perpendicular field also acts on the orbital motion: in a circular dot with mass 0.19 it lowers the next orbital relative to the ground orbital by about 0.3 meV per tesla, more than the spin splitting of about 0.12 meV per tesla for g = 2. At 1 T the sum then falls from 44 to 43.7 meV.

**Temperature**

At finite temperature the mean charge rises smoothly. Define the entry of electron N as the point where the mean number is N − ½. If only the charge states N − 1 and N matter, they are then equally probable. Let Z_N be the sum of Boltzmann factors over the states of N electrons, with energies measured from the N-electron ground state, and let p be the chemical potential of the leads. Equal probability means

Z_N exp[(pN − E(N))/kT] = Z_(N−1) exp[(p(N−1) − E(N−1))/kT],

and taking logarithms gives

p = μ(N) − kT ln(Z_N/Z_(N−1)).

The apparent addition energy is the difference of two such points:

A_T(N) = A(N) + kT ln[Z_N²/(Z_(N−1)Z_(N+1))].

When kT is far below Ev, each Z_N is the ground-state degeneracy. For N = 0 to 5 these are 1, 2, 1, 2, 1, 4; the final 4 again assumes a twofold degenerate next orbital. The corrections to A(1) to A(4) are then kT times 2 ln 2, −2 ln 2, 2 ln 2 and −3 ln 2. At 0.1 K, kT = 0.0086 meV, and the largest correction is 0.018 meV in size.

At 4.2 K, kT = 0.362 meV and the upper valley is partly excited. With x = exp(−Ev/kT) = 0.063, one electron has two spin states in each valley, so Z₁ = 2(1 + x). Two electrons can both be in the lower valley in one way, one in each valley in four ways, or both in the upper valley in one way, so Z₂ = 1 + 4x + x². Three electrons are one hole in the filled pair of valleys, so Z₃ = 2(1 + x). Excitations to the next orbital are negligible here. The second spacing becomes

A_T(2) = 11 + 0.362 ln[Z₂²/(Z₁Z₃)] = 11 − 0.38 = 10.62 meV.

The full sum over the model's states gives 10.46, 10.62, 10.46 and 12.20 meV for the four spacings. The last value assumes the twofold degenerate next orbital; with the two next orbitals at 4 and 6 meV it is 12.45 meV. The excess of the second over the first, which at zero temperature equals the valley splitting of 1 meV, has shrunk to 0.16 meV. Reading it directly as a valley splitting at 4.2 K would be badly wrong. These values refer to the mean charge, not to the positions of conductance peaks. At 300 K, kT = 25.9 meV exceeds all four addition energies, and the low-temperature picture of separate charge steps does not apply.

**Tunnelling to source and drain**

The levels must also be narrow. As an estimate, let each barrier be rectangular, of width L = 10 nm and height V₀ − E = 20 meV above the level, and let the electron approach it with longitudinal energy E = Eo/2 = 2 meV, the zero-point energy of one oscillator direction. Then V₀ = 22 meV. Let k and κ be the wave number outside and the decay constant inside. If the wave leaving the barrier has value a at x = L, its slope there is ika, and the solution inside is

ψ(x) = a cosh κ(L−x) − (ika/κ) sinh κ(L−x).

Outside on the left, ψ is an incoming plus a reflected wave, so the incoming amplitude is ½[ψ(0) + ψ′(0)/(ik)]. Inserting the solution gives

incoming amplitude = a[cosh κL + (i/2)(κ/k − k/κ) sinh κL].

The transmission T is |a|² divided by the squared modulus of this amplitude. With cosh² = 1 + sinh² and ¼(κ/k − k/κ)² + 1 = ¼(κ/k + k/κ)²,

1/T = 1 + ¼(κ/k + k/κ)² sinh² κL = 1 + V₀² sinh² κL/[4E(V₀ − E)].

The last form uses k² ∝ E and κ² ∝ V₀ − E with the same factor. For a rough silicon transverse mass of 0.19 electron masses, κ = 0.316 nm⁻¹ and T = 2.4 × 10⁻³. If the electron tries each barrier once per oscillator period 2πħ/Eo, the broadening from two barriers is

ħΓ = 2(Eo/2π)T = 2 × 0.637 × 0.00239 = 0.003 meV.

The fifth electron enters the next orbital and meets a lower remaining barrier. If all of the extra 4 meV is longitudinal energy, the same estimate gives 0.014 meV. Both values are far below the valley splitting, so for these barriers tunnelling does not blur the answer. The dependence on L is close to exp(−2κL), so thinner barriers can change that conclusion.

**How constant is the interaction?**

The most serious assumption is the constant U. It can be sized in an idealized dot of zero thickness: a circular parabola with level spacing Eo = 4 meV, a rough silicon relative permittivity of 11.7, and no screening by gates. The oscillator length is ℓ = √(ħ²/(mEo)) = 10.0 nm. The Coulomb energy of two electrons at that distance, divided by Eo, is λ = 3.07, so the repulsion is not a small correction.

For two electrons the centre of mass separates and keeps the one-electron ground energy Eo. In units of Eo and ℓ, the relative coordinate r has reduced mass ½ and obeys

H_rel = −∇² + r²/4 + λ/r.

Since E(0) = 0 and E(1) = Eo,

A(1) = E(2) − 2E(1) = Eo(E_rel + 1 − 2) = Eo(E_rel − 1).

The numerical solution gives A(1) = 9.4 meV. The assumed charging energy of 10 meV is therefore of the right size for such a dot, although a nearby oxide raises the value and metal gates lower it.

The excitation spectrum is less kind to the model. With both electrons in the lower valley, the lowest singlet has relative angular momentum 0 and the lowest triplet has 1. Without repulsion they differ by Eo = 4 meV; with it, by 1.29 meV. A classical estimate gives the approximate size of the reduced gap. The potential r²/4 + λ/r has its minimum where r/2 = λ/r², so r³ = 2λ and r = 1.83. One unit of angular momentum adds the centrifugal energy 1/r² = 0.30, or 1.2 meV. The repulsion holds the electrons apart, and slow rotation at that distance costs little. The bare orbital spacing is then a poor guide to the lowest orbital excitation of two electrons, which lies close to the valley splitting. Excitations of the centre of mass still cost Eo, because the repulsion does not act on that motion.

For more electrons, the dependence of the charging part on N can be estimated with classical point charges at rest in the same parabola. At the minimum for two charges, λ/r = r²/2, so the energy is ¾r² = 2.5 units, or 10.1 meV. Numerical minimization for up to five charges gives the second differences

10.1, 6.2, 6.6, 6.3 meV.

The fall from the first to the second, taken before rounding, is 3.8 meV. This is a classical figure. With kinetic energy included, the fall is about 2 meV when three electrons share the lowest spatial state, which their different spin and valley labels allow. That is still about twice the valley term of 1 meV in the answer. Placing all three electrons in the lower valley instead costs about 0.9 meV above the shared state, slightly less than the 1 meV valley splitting that the shared state must pay. In this idealized dot the third electron therefore narrowly stays in the lower valley, against the order of the one-electron levels, and A(2) is a little over 8 meV instead of 11. In such a soft, unscreened dot the pattern 10, 11, 10, 13 meV should not be expected. The classical values are not replacements for A(1) to A(4), because they omit kinetic energy, spin and valleys. They show that U can vary strongly with N, but they overstate the first fall.

**Beside a real device**

Gate-defined dots at a silicon-oxide interface have charging energies of roughly a few to a few tens of meV, orbital spacings of roughly one to several meV, and valley splittings of roughly a tenth of a meV to one meV. The values here are in that regime, with the valley splitting towards the upper end. Such dots are usually studied well below 1 K, where the thermal corrections found above are small. The assumption most exposed in a real device is that capacitance and levels stay fixed as electrons are added: in the parabolic dot the charging part falls by about 2 meV between the first and the second addition energy. Gates, the oxide and the true shape of the confinement alter that number, and their effect has not been computed here. Measured spacings should therefore not be converted into valley and orbital energies by subtracting one common U unless its constancy has been established separately. The numerical output below lists the main values.

Calculated quantities

```
INPUTS
charging energy U = e^2/C: 10.00 meV
valley splitting Ev: 1.00 meV
orbital spacing Eo: 4.00 meV
gate lever arm: 0.20
CONSTANT-INTERACTION RESULT
total capacitance: 16.02 aF
gate capacitance: 3.20 aF
one-electron levels filled 1..5: 0.00, 0.00, 1.00, 1.00, 4.00 meV
mu(1)..mu(5) at zero gate voltage: 5.00, 15.00, 26.00, 36.00, 49.00 meV
addition energies A(1)..A(4): 10.00, 11.00, 10.00, 13.00 meV
gate thresholds for electrons 1..5: 25.00, 75.00, 130.00, 180.00, 245.00 mV
gate spacings 1..4: 50.00, 55.00, 50.00, 65.00 mV
order-change case, valley splitting: 5.00 meV
order-change case, A(1)..A(4): 10.00, 14.00, 10.00, 10.00 meV
order-change case, closed result (invalid there): 10.00, 15.00, 10.00, 9.00 meV
TEMPERATURE
ground-state degeneracies N=0..5: 1, 2, 1, 2, 1, 4
kT at 0.1 K: 0.0086 meV
apparent A(1)..A(4) at 0.1 K: 10.012, 10.988, 10.012, 12.982 meV
kT at 4.2 K: 0.362 meV
apparent A(1)..A(4) at 4.2 K: 10.46, 10.62, 10.46, 12.20 meV
kT at 300 K: 25.9 meV
TUNNELLING ESTIMATE
barrier height above the level: 20.0 meV
barrier width: 10.0 nm
longitudinal energy of the level: 2.0 meV
transmission of one barrier: 2.39e-03
level broadening, two barriers: 0.0030 meV
INTERACTIONS IN AN UNSCREENED PARABOLIC DOT
transverse mass / electron mass (rough): 0.19
relative permittivity (rough): 11.7
oscillator length: 10.01 nm
Coulomb energy at that length / Eo: 3.07
two-electron quantum A(1): 9.43 meV
two-electron singlet-triplet gap: 1.29 meV
classical charging part for A(1)..A(4): 10.07, 6.25, 6.57, 6.31 meV
```
